# Why the PAW zero potential changes nothing, yet reduces truncation error

Put one electron in the potential $-1/r$, inside a hard wall of radius 6 bohr. Solve for its lowest level by the projector augmented-wave (PAW) method with a single s partial wave. If the smooth part of the calculation uses $-1/r$ itself, the energy is wrong by $-16.6$ mHa. If it uses a parabola inside the augmentation sphere, the error is $-0.39$ mHa. With a third potential, it is $1.0\times10^{-6}$ mHa. Partial wave, pseudo wave and projector are the same in all three cases. The calculations differ by an operator that has no effect when the partial waves are complete.

## Setting

I use Hartree atomic units, real functions and one augmentation sphere $\Omega$ of radius $r_c$. The Hamiltonian is $H=-\frac12\nabla^2+v$. All-electron partial waves $\phi_i$ solve $H\phi_i=\varepsilon_i\phi_i$ in the sphere. Smooth pseudo waves $\tilde\phi_i$ match them in value and slope at $r_c$. The projectors $p_i$ vanish outside $\Omega$ and satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$.

A pseudo function $\tilde\psi$ represents the true function

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\,c_i,\qquad c_i=\langle p_i|\tilde\psi\rangle, \tag{1}$$

where the correction is confined to the sphere. Define $P=\sum_i|\tilde\phi_i\rangle\langle p_i|$, understood inside $\Omega$. "Complete" means that $P\tilde\psi=\tilde\psi$ in the sphere for every pseudo function considered. For a local or differential operator $A$, PAW uses

$$\tilde A=A+\sum_{ij}|p_i\rangle\big(\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\big)\langle p_j|, \tag{2}$$

with the one-centre integrals taken over $\Omega$. Kinetic integrals are written as $\frac12\int\nabla f\cdot\nabla g$. The overlap operator $\tilde S$ is (2) with $A=1$.

The claim is that one may add

$$\Delta B=B-\sum_{ij}|p_i\rangle\langle\tilde\phi_i|B|\tilde\phi_j\rangle\langle p_j| \tag{3}$$

without changing any matrix element between complete pseudo functions, for any fixed Hermitian $B$ that acts only inside $\Omega$.

## First derivation: projection

Take two pseudo functions $f$ and $g$. Moving the sums in (3) into the bra and the ket gives

$$\langle f|\Delta B|g\rangle=\langle f|B|g\rangle-\langle Pf|B|Pg\rangle. \tag{4}$$

Split each function inside the sphere into its represented part and a remainder, $f=Pf+\delta_f$ and $g=Pg+\delta_g$. Expanding the first term of (4) produces four products. The product $\langle Pf|B|Pg\rangle$ cancels, leaving

$$\langle f|\Delta B|g\rangle=\langle\delta_f|B|Pg\rangle+\langle Pf|B|\delta_g\rangle+\langle\delta_f|B|\delta_g\rangle. \tag{5}$$

For complete partial waves both remainders vanish, and so does the matrix element. This proves the claim.

Equation (5) also shows its limits. If $B$ extended beyond the sphere, its outside integral would survive, because the one-centre expansion describes nothing there. If only $g$ is represented, the term $\langle\delta_f|B|Pg\rangle$ remains. The expectation value of $\Delta B$ in $g$ is then zero, but $\Delta B$ can still couple $g$ to functions outside the span. Thus representing one eigenstate perfectly does not protect it; the trial functions with which it can mix must be represented too.

For one function, (5) becomes

$$\langle\tilde\psi|\Delta B|\tilde\psi\rangle=2\langle\delta|B|P\tilde\psi\rangle+\langle\delta|B|\delta\rangle,\qquad \delta=\tilde\psi-P\tilde\psi. \tag{6}$$

The leading term is linear in the remainder. To see it disappear, take the radial function $\sin 2r$ in a sphere with $r_c=1.2$ bohr and expand it in $r,r^3,r^5,\dots$. The projectors are combinations of these waves multiplied by $(1-r^2/r_c^2)^2$, and $B$ is the third potential of the opening minus $-1/r$. Numerical integration of (6) gives 0.11 Ha for one wave, $1.4\times10^{-4}$ Ha for three and $2.5\times10^{-8}$ Ha for five.

## Entering the Hamiltonian

Choose $B=\bar v=\tilde v-v$, where $\tilde v$ is smooth and equals $v$ outside the sphere. In this fixed-potential model $\bar v$ plays the part of the zero potential, and it diverges as $+1/r$ because it must also cancel the nucleus. In self-consistent PAW a compensation charge removes the singularity first, and the zero potential is the finite remainder between the chosen smooth potential and the potential of the pseudo and compensation densities. It rests on the same freedom (3), but setting it to zero there does not give the bare potential. Add (3) to $\tilde H$ from (2). The smooth part changes from $v$ to $v+\bar v=\tilde v$, and the same replacement occurs, with a minus sign, in the pseudo one-centre term:

$$\tilde H=-\tfrac12\nabla^2+\tilde v+\sum_{ij}|p_i\rangle\Big(\langle\phi_i|{-\tfrac12}\nabla^2+v|\phi_j\rangle-\langle\tilde\phi_i|{-\tfrac12}\nabla^2+\tilde v|\tilde\phi_j\rangle\Big)\langle p_j|. \tag{7}$$

The singular potential now occurs only in integrals over all-electron partial waves, which can be done on a radial grid. The overlap operator is unchanged.

## Second derivation: comparison with the true energy

The same result follows without introducing $\Delta B$. Start from (7) with an arbitrary $\tilde v$ and compare its expectation value with the true one.

Let $\Phi=\sum_ic_i\phi_i$ and $\tilde\Phi=\sum_ic_i\tilde\phi_i=P\tilde\psi$. Equation (1) says $\psi=\tilde\psi-\tilde\Phi+\Phi$, so inside the sphere

$$\tilde\psi=\tilde\Phi+\delta,\qquad \psi=\Phi+\delta, \tag{8}$$

with the same $\delta$ in both. For a potential $w$ and a number $E$, define

$$a_w(f,g)=\int_\Omega\Big[\tfrac12\nabla f\cdot\nabla g+(w-E)fg\Big]d^3r .$$

Outside $\Omega$ the PAW and true expressions agree, since $\tilde\psi=\psi$ and $\tilde v=v$ there. Inside, the true expectation value of $H-E$ is $a_v(\Phi+\delta,\Phi+\delta)$. PAW has instead

$$a_{\tilde v}(\tilde\Phi+\delta,\tilde\Phi+\delta)+a_v(\Phi,\Phi)-a_{\tilde v}(\tilde\Phi,\tilde\Phi).$$

Expand the first term. Its part $a_{\tilde v}(\tilde\Phi,\tilde\Phi)$ cancels the last term. On subtracting the expanded true value, $a_v(\Phi,\Phi)$ cancels as well. The kinetic and $E$ parts of the two $\delta\delta$ terms also cancel, leaving their potential difference:

$$\langle\tilde\psi|\tilde H-E\tilde S|\tilde\psi\rangle-\langle\psi|H-E|\psi\rangle
=2\big[a_{\tilde v}(\tilde\Phi,\delta)-a_v(\Phi,\delta)\big]+\int_\Omega\bar v\,\delta^2\,d^3r. \tag{9}$$

If $\delta=0$, the right side is zero for every $\tilde v$. Two choices of $\tilde v$ therefore give the same expectation value, so their difference, which is a $\Delta B$, has none. This holds for all functions in the represented linear space. Applying it to $f+g$ and $f-g$ and subtracting gives $4\langle f|\Delta B|g\rangle=0$, so the off-diagonal elements vanish too.

## What the two derivations assume

The first derivation needs a localized $B$ and functions reproduced by $P$. It uses neither all-electron waves nor a Schrödinger equation, and $B$ may be nonlocal. It shows that two PAW operators agree, but not that either is right.

The second needs more: the map (1), the equality of $\phi_i$ and $\tilde\phi_i$ outside the sphere, and, as written, a multiplicative $\bar v$. In return it shows that the common value is the true one. It also gives the error when the set is incomplete. Changing $\tilde v$ by $B$ in (9) changes the right side by $2\int B\tilde\Phi\delta+\int B\delta^2$, in agreement with (6). For an incomplete set, then, the choice of $\bar v$ is a real choice, and (9) shows how to make it.

## Choosing the zero potential

Let $\psi$ be an eigenstate of energy $E$, so the true term in (9) vanishes. Integrate the kinetic parts by parts, moving both derivatives onto $\tilde\Phi$ and $\Phi$. The surface terms are $\frac12\oint\delta\,\partial_r\tilde\Phi$ and $\frac12\oint\delta\,\partial_r\Phi$; they cancel because the slopes match. Using $H\phi_j=\varepsilon_j\phi_j$,

$$\langle\tilde\psi|\tilde H-E\tilde S|\tilde\psi\rangle=2\sum_jc_j\langle\delta|g_j\rangle+\langle\delta|\bar v|\delta\rangle, \tag{10}$$

$$g_j=\big(-\tfrac12\nabla^2+\tilde v-E\big)\tilde\phi_j-(\varepsilon_j-E)\phi_j .$$

For one partial wave, make the pseudo wave solve the smooth equation at its own energy:

$$\big(-\tfrac12\nabla^2+\tilde v-\varepsilon_1\big)\tilde\phi_1=0
\quad\Longrightarrow\quad \tilde v=\varepsilon_1+\frac{\nabla^2\tilde\phi_1}{2\tilde\phi_1}. \tag{11}$$

This inversion requires a nodeless $\tilde\phi_1$. It gives $g_1=(\varepsilon_1-E)(\tilde\phi_1-\phi_1)$.

Write $x=E-\varepsilon_1$. In a suitable normalization, $\psi=\phi_1+x\dot\phi+O(x^2)$ inside the sphere, where $\dot\phi$ is the energy derivative of the solution. Projecting (1) on $p_1$ gives $\langle p_1|\psi\rangle=c_1\langle p_1|\phi_1\rangle$, hence

$$\delta=\psi-c_1\phi_1=x\left[\dot\phi-\phi_1\frac{\langle p_1|\dot\phi\rangle}{\langle p_1|\phi_1\rangle}\right]+O(x^2).$$

Both $\delta$ and $g_1$ are of order $x$, so the expectation error (10) is of order $x^2$.

The eigenvalue also depends on how the eigenfunction responds. Let $K=\tilde H-E\tilde S$, and let $\tilde\chi$ be a trial function with projection $d_1$ and remainder $\eta$. The steps leading to (10), applied to two different functions, give

$$\langle\tilde\chi|K|\tilde\psi\rangle=d_1\langle g_1|\delta\rangle+c_1\langle g_1|\eta\rangle+\langle\eta|\bar v|\delta\rangle. \tag{12}$$

With (11), every term is at least of order $x$. Expand $\tilde\psi=\sum_na_n\tilde\chi_n$ in PAW eigenfunctions, orthonormal with respect to $\tilde S$, with eigenvalues $\lambda_n$. Then $\langle\tilde\chi_n|K|\tilde\psi\rangle=(\lambda_n-E)a_n$. If $\lambda_0$ is isolated, $a_n=O(x)$ for $n\ne0$. The energy expectation value of $\tilde\psi$ exceeds $\lambda_0$ by

$$\frac{\sum_n(\lambda_n-\lambda_0)a_n^2}{\sum_na_n^2}=O(x^2). \tag{13}$$

The expectation error is itself $O(x^2)$, so $\lambda_0-E$ is quadratic too.

For another $\tilde v$ and the same projector, consider $E=\varepsilon_1$. Now $\tilde\psi=\tilde\phi_1$ and $\delta=0$, so the expectation value is still $\varepsilon_1$. But $c_1\langle g_1|\eta\rangle$ in (12) generally survives. The pseudo wave is then not an eigenfunction, and the lowest PAW eigenvalue must lie below $\varepsilon_1$.

With (11) this does not happen. At $E=\varepsilon_1$, integration by parts reduces both one-centre integrals to the same surface term, so their difference vanishes. Hence $\tilde H-\varepsilon_1\tilde S=-\frac12\nabla^2+\tilde v-\varepsilon_1$. Its nodeless solution $\tilde\phi_1$ is the ground state.

## Reading the example

The reference wave is hydrogenic 1s, with $u=r\phi=re^{-r}$ and $\varepsilon_1=-0.5$ Ha. Inside $r_c=1.2$ bohr, $\tilde u$ is a combination of $r,r^3,r^5,r^7$ that matches $u$ and its first three derivatives at the edge. The projector is proportional to $(1-r^2/r_c^2)^2\tilde\phi_1$. The three choices of $\tilde v$ are

- bare, $-1/r$, for which $\bar v=0$;
- parabola, $-3/(2r_c)+r^2/(2r_c^3)$, which joins $-1/r$ in value and slope;
- inverted, $\varepsilon_1+\tilde u''/(2\tilde u)$, from (11).

At the centre the parabola is $-1.25$ Ha and the inverted potential $-2.32$ Ha; all three equal $-0.833$ Ha at the edge. With $u$ as written, the all-electron norm in the sphere exceeds the pseudo norm by 0.0089. Thus $\tilde S$ adds a positive term to unity, and the variational argument applies.

Moving the wall to radius $R$ changes $E$. Exact energies are roots of the radial power series at $R$. PAW energies come from diagonalization in polynomials on two intervals joined at $r_c$. The eigenvalue errors relative to the exact energy, in mHa, are:

| $R$ (bohr) | $E$ (Ha) | bare | parabola | inverted |
|---|---|---|---|---|
| 6 | −0.49928 | −16.6 | −0.389 | $1.04\times10^{-6}$ |
| 5 | −0.49642 | −17.1 | −0.423 | $2.61\times10^{-5}$ |
| 4 | −0.48327 | −18.9 | −0.578 | $6.14\times10^{-4}$ |
| 3 | −0.42397 | −25.9 | −1.35 | 0.0156 |
| 2.5 | −0.33491 | −36.5 | −2.65 | 0.0893 |

At $R=6$ the state is only 0.72 mHa from the reference energy. The bare and parabolic errors nevertheless remain finite and negative, as the variational argument requires. Near the reference energy the inverted error follows the quadratic law; at larger $x$ it grows somewhat faster. From $R=6$ to 5, $x$ grows from 0.723 to 3.583 mHa, a factor of 4.96, whose square is 24.6. The error grows by a factor of 25.2, which corresponds to a power of 2.01. At $R=2.5$, $x$ is 165 mHa and the error is 0.0893 mHa, or 0.0024 eV.

The expectation error, which is (10) divided by $\langle\tilde\psi|\tilde S|\tilde\psi\rangle$, separates the two sources of error at $R=2.5$. For the inverted potential it is 0.106 mHa, and the response lowers this to 0.089 mHa. For the bare potential it is $-10.2$ mHa, and the response contributes a further $-26.2$ mHa. Most of the bare error therefore comes from the distortion of the eigenfunction.

Adding partial waves at 0 and 0.5 Ha, pseudized in the same way, shows the first steps towards completeness. It cannot show the limit: all pseudo waves lie in the span of $r,r^3,r^5,r^7$, so at most four are independent. The overlap $\tilde S$ stays positive, with smallest eigenvalue 0.98 for two waves and 0.68 for three. The expectation errors at $R=2.5$, in mHa, are:

| waves | bare | parabola | inverted |
|---|---|---|---|
| 1 | −10.2 | −2.25 | 0.106 |
| 2 | 0.0787 | $5.8\times10^{-4}$ | $-8.1\times10^{-4}$ |
| 3 | $-9.5\times10^{-4}$ | $-3.4\times10^{-7}$ | $-2.1\times10^{-7}$ |

The spread among the potentials falls from 10.3 to $9.5\times10^{-4}$ mHa, so for this expectation value the choice ceases to matter. These numbers leave out the response of the eigenfunction, and for the bare potential it dominates: the lowest eigenvalue at $R=2.5$ is still wrong by $-6.2$ mHa with two waves and $-2.9$ mHa with three, while the parabolic and inverted eigenvalue errors fall below $10^{-6}$ mHa with three. Representing the state itself well does not represent the functions it can mix with. With two waves the parabola gives a slightly smaller expectation error than the inverted potential. The inversion makes only the first pseudo wave a solution, so it carries no guarantee of being best for a larger set.

## Plane-wave truncation

A finite plane-wave basis causes a separate error. Its radial s-wave counterpart is a set of sines with $k=n\pi/R$. Three integrations by parts, with $u(0)=u(R)=u''(R)=0$, give the leading coefficient

$$\int_0^R u\sin kr\,dr\simeq-\frac{u''(0)}{k^3}.$$

For the bare potential, the term $-u/r$ forces $u''(0)=-2u'(0)$: this is the Coulomb cusp. The kinetic energy of each omitted sine scales as $k^2(k^{-3})^2=k^{-4}$. Summing beyond $N$ sines gives an error of order $N^{-3}$. A potential finite at the origin has $u''(0)=0$ and removes this term.

At $R=4$, relative to the converged energy for the same $\tilde v$, the bare errors with 10, 20 and 40 sines are 2.9, 0.43 and 0.058 mHa. The last doubling reduces the error by 7.4, close to the predicted 8. The inverted errors are $2.4\times10^{-3}$, $2.4\times10^{-5}$ and $2.2\times10^{-7}$ mHa.

## Where the choice fails or needs care

A channel without projectors has $c_i=0$ and $\delta=\psi$. Equation (10) then leaves $\langle\psi|\bar v|\psi\rangle$: the electron feels $\tilde v$ without correction. For the lowest p state at $R=6$, with $E=-0.0556$ Ha, the inverted potential gives a first-order error of $-3.24$ mHa and an actual error of $-3.51$ mHa. The bare potential has no partial-wave error here. One can add p projectors, or choose $\tilde v$ to describe the p channel and adapt the s projector to that potential, as described next. One local function cannot in general be ideal for both.

The projector can also be adapted to $\tilde v$. At $E=\varepsilon_1$ the coupling $\langle g_1|\eta\rangle$ vanishes for every remainder if $p_1\propto g_1$, since $\langle p_1|\eta\rangle=0$. This makes $\tilde\phi_1$ an eigenfunction without (11), but it fails for the bare potential. Put $L=H-\varepsilon_1$, without a wall. Then $p_1=L\tilde\phi_1/\langle\tilde\phi_1|L|\tilde\phi_1\rangle$, and since $L\phi_1=0$,

$$\tilde H-\varepsilon_1\tilde S=L-\frac{L|\tilde\phi_1\rangle\langle\tilde\phi_1|L}{\langle\tilde\phi_1|L|\tilde\phi_1\rangle}.$$

Acting on $\tilde\phi_1$, the two terms cancel. Acting on $\phi_1$, each is zero. There are two levels at $\varepsilon_1$ where the atom has one. Diagonalization with a distant wall, $R=12$ bohr, gives both at $-0.50000$ Ha. The extra level is a ghost: the bare potential already binds the true 1s state, and the projector term adds its pseudo image.
